Why the Anderson chain's band-centre localisation length is 105, not 96

**Q.** I model a disordered oxide as a chain of sites. Second-order perturbation theory gives me a band-centre localisation length of 96 t²/W², but numerical work gives about 105 t²/W². Have I dropped a higher power of the disorder?

**A.** No. A higher power would change the coefficient by an amount that vanishes as W → 0, and this discrepancy does not vanish. Let me fix the model first, because the fault lies in an average taken along the way.

The hopping t is the same on every bond, and the site energies ε_n are independent and uniform between −W/2 and W/2:

t(ψ_{n+1} + ψ_{n−1}) + ε_n ψ_n = Eψ_n,  E = 2t cos k.

The disorder enters through the variance of ε_n/t,

s² = W²/(12t²).

A solution started at one end typically grows as exp(γn), where γ is the growth rate of the averaged logarithm of the amplitude. The root-mean-square amplitude is dominated by rare samples and grows about twice as fast, so it is the logarithm that must be averaged. A localised state joins two such solutions, one grown from each end, so its amplitude falls as exp(−γ|n|) away from the joint. I call ξ = 1/γ the localisation length, in sites. The probability |ψ|² decays over half that length.

**Q.** Where does an average enter? The recursion is deterministic once the energies are given.

**A.** It enters because the growth at a site depends on the phase with which the wave arrives. Define an amplitude R and a phase α by

ψ_n = R cos α,  (ψ_{n−1} − ψ_n cos k)/sin k = R sin α.

Then ψ_{n−1} = R(cos α cos k + sin α sin k) = R cos(α − k). Since 2 cos k cos α − cos(α − k) = cos(α + k), the chain equation gives

ψ_{n+1} = R[cos(α + k) − q sin k cos α],  q = ε_n/(t sin k).

The second coordinate at the next site is (ψ_n − ψ_{n+1} cos k)/sin k. Writing cos α = cos(α + k) cos k + sin(α + k) sin k turns it into

R' sin α' = R[sin(α + k) + q cos k cos α].

The first coordinate is R' cos α' = ψ_{n+1}. Rotating this pair back by the angle k leaves

R' cos(α' − k) = R cos α,
R' sin(α' − k) = R(sin α + q cos α).

So the clean chain only turns the phase by k. Squaring and adding, and then dividing, gives two exact relations:

R'²/R² = 1 + q sin 2α + q² cos²α,
tan(α' − k) = tan α + q.

**Q.** How does that give a growth rate?

**A.** Expand the logarithm for small q:

ln(R'/R) = ½q sin 2α + ½q² cos²α − ¼q² sin²2α + O(q³).

The phase α at site n was set by earlier sites, so it is independent of ε_n. The linear term therefore averages to zero, and ⟨q²⟩ = s²/sin²k. Using cos²α = ½(1 + cos 2α) and sin²2α = ½(1 − cos 4α),

½cos²α − ¼sin²2α = ¼ + ¼cos 2α − ⅛ + ⅛cos 4α,

and hence, to order s²,

γ = (s²/8 sin²k) ⟨1 + 2 cos 2α + cos 4α⟩.

If all phases are equally likely, both cosines average to zero. With sin²k = 1 − E²/(4t²), this gives

ξ = 8 sin²k/s² = 24(4t² − E²)/W²,

which is your 96 t²/W² at E = 0. The assumption to question is the uniform phase.

**Q.** Why should it be good at most energies and bad at E = 0?

**A.** Expand the phase relation. The first derivative of arctan(tan α + q) at q = 0 is cos²α, and half the second derivative is −sin α cos³α. Thus

α' = α + k + q cos²α − q² sin α cos³α + O(q³).

In the stationary state the average of exp(2ijα), with j a positive integer, must be the same before and after a site. The term linear in q averages out, so

⟨exp(2ijα)⟩ [1 − exp(2ijk)] = O(s²).

The growth rate needs j = 1 and j = 2. When the bracket is not small, the average is itself of order s². It then changes γ only at order s⁴ or beyond, and the standard formula survives.

At the band centre k = π/2. For j = 1 the bracket is 2, so ⟨cos 2α⟩ still vanishes as W → 0. For j = 2 it is 1 − exp(2πi) = 0, and the equation says nothing about ⟨cos 4α⟩ at leading order. The clean chain steps the phase by a quarter turn, and any density that repeats every quarter turn is left unchanged. Even the weakest disorder must choose among these densities. This is the logic of degenerate perturbation theory: the perturbation selects the correct starting state, and the selection stays finite as the perturbation vanishes.

Away from the centre and from the band edges the uniform phase works at weak disorder. At W/t = 0.2 and E/t = 1, a numerical solution for the stationary density of the exact phase relation gives ξW²/t² = 71.95, against 72.00 from the standard formula.

**Q.** Which density does the disorder choose?

**A.** Follow the phase over two sites at E = 0. The clean rotation is then π, which changes only the overall sign of ψ. At the first site the disorder adds a mean shift −s² sin α cos³α. At the second, α is replaced by α + π/2, and the mean shift is +s² cos α sin³α. The small shift already made at the first site corrects this only beyond order s², because the two site energies are independent. The total drift is

−s² sin α cos α (cos²α − sin²α) = −(s²/4) sin 4α.

The mean-square shift has no cross term, for the same reason:

s²(cos⁴α + sin⁴α) = s²(1 − ½sin²2α) = (s²/4)(3 + cos 4α).

Write the drift as s²A and the mean-square shift as s²B, so that A = −¼ sin 4α and B = ¼(3 + cos 4α). For any smooth periodic function f(α), stationarity requires ⟨f⟩ not to change over two sites:

⟨A f' + ½B f''⟩ = 0,

where primes now mean derivatives with respect to α. With a density p(α), one integration by parts gives ∫ f' [Ap − ½(Bp)'] dα = 0. As f is arbitrary, the square bracket is a constant J, the probability current.

Now B' = −sin 4α = 4A. Put g = Bp. The current equation becomes

½g' − ¼(B'/B)g = −J,

or, after multiplication by 2B^(−1/2),

(g B^(−1/2))' = −2J B^(−1/2).

Over a full period the left side integrates to zero. The right side has one sign unless J = 0, so J must vanish. Then g ∝ B^(1/2), and

p(α) ∝ (3 + cos 4α)^(−1/2).

The strength s has cancelled, which is why the phase never becomes uniform, however weak the disorder. The largest density is √(4/2) = 1.414 times the smallest. The exact phase relation at W/t = 0.1 gives the same ratio, 1.4142.

**Q.** Can I see why that makes the state longer rather than shorter?

**A.** Add the mean growth over the two sites. The cos 2α terms have opposite signs and cancel, leaving

(s²/4)(1 + cos 4α).

This vanishes where cos 4α = −1, that is, where neighbouring amplitudes have equal magnitude. The density is largest there, so the wave spends extra time at phases where it does not grow on average. Its growth rate falls and ξ rises.

Two tendencies compete in setting this density. The phase diffuses at half its maximum rate near cos 4α = −1, which by itself would give p ∝ 1/B and a density ratio of 2. The drift pushes the phase away from those points and reduces the ratio to √2. Slow diffusion wins, but only in part.

**Q.** Does the number come out as 105?

**A.** Set u = 4α. We need

⟨1 + cos u⟩ = ⟨3 + cos u⟩ − 2,

averaged with weight (3 + cos u)^(−1/2). Put u = 2v, so that 3 + cos u = 4(1 − ½sin²v). Let K and L be the complete elliptic integrals of the first and second kind with parameter ½:

K = ∫₀^{π/2} dv (1 − ½sin²v)^(−1/2) = 1.85407,
L = ∫₀^{π/2} dv (1 − ½sin²v)^(1/2) = 1.35064.

Over a full period of u, v runs from 0 to π. The normalisation integral is therefore 2K, and the integral of (3 + cos u)^(1/2) is 8L. Hence

⟨1 + cos 4α⟩ = 8L/(2K) − 2 = 4L/K − 2 = 0.9139,

so ⟨cos 4α⟩ = −0.0861. The growth rate is

γ = (s²/8)(0.9139) = 0.1142 s²,

in place of 0.1250 s² for uniform phases. With s² = W²/(12t²),

ξ = 12t²/(0.11424 W²) = 105.0 t²/W².

For a closed form, Legendre's relation at this parameter reads 2KL − K² = π/2. It gives 4L/K − 2 = π/K², and therefore

ξ = (96K²/π) t²/W².

The factor K²/π = 1.094 is the whole correction. The known value K = Γ(1/4)²/(4√π) turns the coefficient into 6Γ(1/4)⁴/π² = 105.045.

This is still a result of second order in the disorder. What fails is second-order theory with an assumed uniform phase.

**Q.** Does it depend on the box distribution?

**A.** Not in the weak-disorder limit. The derivation used independence, zero mean and the variance, and it dropped the higher moments, which needs ⟨ε_n⁴⟩ ≪ t²⟨ε_n²⟩. A small variance alone does not ensure this. If a fraction x of the sites carry energies of random sign with magnitude spread uniformly between 0.5t and 1.5t, and the rest carry none, the coefficient with W² replaced by twelve times the variance is 118.8 at x = 0.01 and 119.0 at x = 0.001. As a test, site energies of ±0.05t with equal probability give 105.00 when W² is replaced by twelve times the variance.

At finite W there are ordinary corrections. For the box, the exact phase relation gives 105.04 at W/t = 0.1, 104.82 at 0.5 and 104.17 at 1. These are the higher powers you first suspected. For the box they lower the coefficient slightly. Their sign depends on the distribution, and in the cases computed it follows the fourth moment. At s = 0.16 the box (⟨ε_n⁴⟩ = 1.8⟨ε_n²⟩²) gives 104.77, a Gaussian (factor 3) gives 105.05, and a symmetric three-valued law (factor 8.1) gives 106.33, so heavier tails raise the coefficient instead. In either case they vanish with W.

**Q.** How close to E = 0 must I be to see 105?

**A.** Let E = y s²t with y fixed. Then k is smaller than π/2 by about E/(2t), and two sites add a rotation −ys² to the drift:

A = −y − ¼ sin 4α.

Let c_m = ⟨exp(4imα)⟩ and use f = exp(4iα) in the stationary condition. Its derivatives are f' = 4if and f'' = −16f, so

4i⟨Af⟩ − 8⟨Bf⟩ = 0.

Since sin 4α · f = (exp(8iα) − 1)/(2i) and cos 4α · f = (exp(8iα) + 1)/2, this becomes

−4iy c₁ − ½(c₂ − 1) − 6c₁ − (c₂ + 1) = 0,

c₁ = −(1 + 3c₂)/(12 + 8iy).

Higher m give similar equations linking c_m to its two neighbours, and the set can be solved numerically. Dropping c₂ already gives a useful estimate:

⟨cos 4α⟩ ≈ −(3/16)/(y² + 9/4).

At y = 0 this is −0.083, close to −0.0861. The full set gives half the central value at y = 1.43, so the half-width in energy is

1.43 s²t ≈ 0.12 W²/t.

At y = 3 the average has shrunk to −0.016, and at y = 6 to −0.005.

The order of limits now matters. Fix E ≠ 0 strictly inside the band and let W → 0: y grows without bound and the uniform-phase formula is recovered. Set E = 0 first and the coefficient is 105. For large y the phase correction to γ is approximately

−(s²/8)(3/16)(s²t/E)²,

which is sixth order in W but diverges as 1/E². Within the window E is of order s²t, so such terms are of the same order in W as the leading one, and an expansion at fixed energy cannot be carried to the centre.

**Q.** Put in numbers for an amorphous HfO₂ gate film.

**A.** For a single chain of metal sites I take rough values: spacing 0.35 nm, t = 0.50 eV and W = 0.50 eV. Then W/t = 1 and s² = 0.0833. The two weak-disorder formulas give

uniform phase: 96 × 0.35 nm = 33.6 nm,
correct phase density: 105.045 × 0.35 nm = 36.8 nm.

The exact phase relation at this finite W gives 36.5 nm, 0.8 % below the second value. Direct recursion of long chains with the same W/t at E = 0 also gives 36.5 nm. It finds ⟨cos 4α⟩ = −0.084, against −0.085 from the phase relation. Here the phase correction is much larger than the finite-W correction.

**Q.** Could I find this 9 % difference in a real gate stack?

**A.** I would not expect to. The film is a three-dimensional network with several metal orbitals per site, and one orbital on a chain is a severe reduction. My hopping and disorder are not fitted to a film. Bond lengths and angles also vary, so the hopping is random too. A 10 % rms hopping spread, with the site disorder unchanged, shortens the chain's ξ from 36.5 to 22.6 nm, a larger change than the one you want to detect. Coupling two chains with an interchain hopping equal to t gives 41 nm for the slowest decay at E = 0. That sizes one extra neighbour; it does not give the three-dimensional answer.

Occupation and field are further obstacles. The band centre lies 2t = 1 eV above the lower edge of the clean chain's band. At 300 K the Boltzmann factor between them is 1.6 × 10⁻¹⁷, so thermal electrons near the edge do not sample the centre. A Fermi level at the centre means a half-filled band, about one electron per metal site, which an insulating gate oxide does not have. If it were nevertheless placed there, thermal averaging would leave about 75 % of the phase effect: the window half-width is 60 meV and the thermal energy is 26 meV.

A field of 1 MV/cm shifts the site energy by 35 meV per spacing. A state starting at the centre reaches the window's half-width after 60/35 ≈ 1.7 sites, and the band edge after 10 nm. Both distances are shorter than ξ, so the zero-field stationary phase density does not apply over a localisation length. A 5 nm film is also only 0.14 ξ thick, too thin to display the exponential decay clearly.

**Q.** Then what should I take from the calculation when I simulate disordered chains?

**A.** At E = 0 with weak, independent site disorder (⟨ε_n⁴⟩ ≪ t²⟨ε_n²⟩, which excludes dilute strong impurities) and uniform hopping, compare your data with 105 t²/W². For energies several times 0.12 W²/t from the centre, but still well inside the band, use 24(4t² − E²)/W². That formula also needs weak disorder: at W/t = 1 it is off by 1 to 2 % for E/t between 0.6 and 1.5, and by about 8 % at E/t = 1.8. Between the two, solve for the phase average. Near a band edge k or π − k becomes small. The bracket 1 − exp(2ijk) is then small for j = 1 as well as j = 2, while ⟨q²⟩ = s²/sin²k grows, so the uniform phase fails there too. At W/t = 0.2 and E/t = 1.99 the formula gives only 0.64 of the true ξ, and at the edge itself, E = 2t, γ scales as W^(2/3) rather than W².

Values computed for the example and the checks

```
GENERAL RESULTS (coefficient = xi W^2/t^2, xi in sites)
closed-form coefficient: 105.045
uniform-phase coefficient, map at W/t=0.1: 96.018
closed form over 96: 1.0942
gamma/s2, closed form: 0.11424
gamma/s2, uniform phase: 0.12500
K(1/2), E(1/2): 1.85407, 1.35064
mean cos(4 theta), weak limit: -0.08611
mean cos(4 theta), map at W/t=0.1: -0.08609
mean cos(2 theta), map at W/t=0.1: 0.00008
density maximum/minimum, map at W/t=0.1: 1.4142
coefficient from map at W/t=1.0: 104.165
coefficient from map at W/t=0.5: 104.817
coefficient from map at W/t=0.2: 105.008
coefficient from map at W/t=0.1: 105.036
coefficient extrapolated to W=0: 105.045
coefficient, two-valued disorder: 104.999
E/t=0.7, W/t=0.2: map 84.19, standard 84.24
E/t=1.0, W/t=0.2: map 71.95, standard 72.00
E/(s2 t)=0.75: mean cos(4 theta) map -0.06736, recursion -0.06743
E/(s2 t)=1.50: mean cos(4 theta) map -0.04103, recursion -0.04109
E/(s2 t)=3.00: mean cos(4 theta) map -0.01621, recursion -0.01630
E/(s2 t)=6.00: mean cos(4 theta) map -0.00473, recursion -0.00485
half-width of window, E/(s2 t): 1.432
EXAMPLE (rough values for a chain in amorphous HfO2)
hopping, box width: 0.50 eV, 0.50 eV
site spacing, film thickness: 0.35 nm, 5.0 nm
variance s2: 0.08333
xi, standard second order: 33.60 nm
xi, band-centre closed form: 36.77 nm
xi, exact phase map at this W: 36.46 nm
xi, direct recursion of chains: 36.49 nm
mean cos(4 theta), map and chains: -0.0848, -0.0841
NEGLECTED EFFECTS
finite-W change of xi: -0.84 %
xi with 10 % rms hopping spread: 22.6 nm
xi of two coupled chains: 41 nm
half-width of energy window: 59.7 meV
thermal energy at 300 K: 25.9 meV
part of phase effect left after thermal average: 0.75
energy step per site at 1 MV/cm: 35.0 meV
sites from centre to window half-width: 1.7
distance from band centre to band edge in field: 10.0 nm
Boltzmann factor, band edge to centre: 1.6e-17
film thickness over xi (map): 0.137
```
